# The N−1 voltage-driven relaxation rates of N ohmic layers in series

A dc voltage is switched onto a stack of four insulating layers, and the decaying current shows time constants of 68 s, 622 s and 10 400 s. It is tempting to assign each of them to a layer through the layer's own relaxation time $\varepsilon/\sigma$. For the stack treated below, those times are 19.5 s, 443 s, 3900 s and 31 000 s. There are four of them, not three, and none agrees with an observed value. Taking 68 s for the relaxation time of the most conducting layer would make its conductivity too small by a factor of 3.5. For ohmic layers with constant permittivity and conductivity, the theorem below says what the rates do mean: each is a property of the whole stack, confined between two neighbouring layer values.

## Setting and statement

Plane layers $i=1,\dots,N$, with $N\ge2$, are stacked between two electrodes. Layer $i$ has thickness $d_i>0$, permittivity $\varepsilon_i>0$ and conductivity $\sigma_i\ge0$, all constant in time and independent of the field. Conduction is ohmic, free charge sits in thin sheets at the interfaces, and the field $E_i$ is uniform within each layer. SI units are used. An ideal source prescribes the voltage

$$\sum_i d_iE_i=V(t). \tag{1}$$

Define $r_i=\sigma_i/\varepsilon_i$, $a_i=d_i/\varepsilon_i$ and $a=\sum_i a_i$. Then $r_i$ is a rate, and $1/a$ is the capacitance per area of the stack without conduction.

**Theorem.** Let the ratios be distinct and numbered $r_1<r_2<\dots<r_N$, whatever the order of the layers in space. At fixed voltage the stack has exactly $N-1$ relaxation rates $\lambda_j$. They are real and simple, and

$$r_j<\lambda_j<r_{j+1},\qquad j=1,\dots,N-1. \tag{2}$$

A voltage step applied to the uncharged stack excites every one of them, each with a positive current amplitude.

## The state of the stack

Number the layers in space for the moment. By Gauss's law, the charge per area on the interface between layers $i$ and $i+1$ is

$$q_i=\varepsilon_{i+1}E_{i+1}-\varepsilon_iE_i .$$

Charge arrives through layer $i$ and leaves through layer $i+1$, so

$$\frac{dq_i}{dt}=\sigma_iE_i-\sigma_{i+1}E_{i+1}. \tag{3}$$

Inserting $q_i$ and collecting the terms of each layer gives

$$\sigma_iE_i+\varepsilon_i\frac{dE_i}{dt}=\sigma_{i+1}E_{i+1}+\varepsilon_{i+1}\frac{dE_{i+1}}{dt}\equiv J(t). \tag{4}$$

The total current density $J$, conduction plus displacement, is the same in all layers.

The charges and the voltage fix all the fields. Indeed $\varepsilon_iE_i=\varepsilon_1E_1+q_1+\dots+q_{i-1}$, and (1) becomes

$$a\,\varepsilon_1E_1+\sum_{i\ge2}a_i(q_1+\dots+q_{i-1})=V,$$

which has one solution $E_1$ because $a>0$. Equation (3) is therefore a linear system for $N-1$ variables. It has at most $N-1$ distinct rates.

## Two lemmas

From here on, $k$ numbers the layers by increasing ratio. Neither (1) nor (4) depends on the order in space.

**Lemma 1.** For distinct ratios, $\lambda$ is a relaxation rate at $V=0$ if and only if

$$F(\lambda)\equiv\sum_{k=1}^N\frac{a_k}{r_k-\lambda}=0. \tag{5}$$

*Proof.* Let all fields vary as $e^{-\lambda t}$, with $\lambda$ possibly complex. The time derivative gives a factor $-\lambda$, so (4) reads

$$\varepsilon_k(r_k-\lambda)E_k=J. \tag{6}$$

Suppose $J=0$. Then $E_k$ can differ from zero only where $r_k=\lambda$, which holds for at most one layer. The voltage condition reduces to $d_kE_k=0$, and all fields vanish. A mode therefore has $J\neq0$, and by (6) $\lambda$ differs from every $r_k$. Dividing (6) and inserting the result in (1) with $V=0$,

$$0=\sum_kd_kE_k=J\sum_k\frac{d_k}{\varepsilon_k(r_k-\lambda)}=J\,F(\lambda).$$

Conversely, a zero of $F$ with any $J\neq0$ gives nonzero fields that satisfy (4) and (1). $\square$

**Lemma 2.** $F$ has one and only one zero in each gap $(r_j,r_{j+1})$.

*Proof.* Within a gap $F$ is continuous and

$$F'(\lambda)=\sum_k\frac{a_k}{(r_k-\lambda)^2}>0 .$$

Just above $r_j$, the term $a_j/(r_j-\lambda)$ tends to $-\infty$. Just below $r_{j+1}$, the term $a_{j+1}/(r_{j+1}-\lambda)$ tends to $+\infty$. A continuous increasing function with these limits crosses zero once. $\square$

## Proof of the theorem

*Number and position.* Lemma 2 supplies $N-1$ distinct real zeros, and by Lemma 1 each is a rate. The system (3) has $N-1$ variables, so there are no others, and each is simple. This proves (2). Since $r_1\ge0$, all rates are positive, even if one layer is a perfect insulator.

*Excitation by a step.* Let the voltage jump from 0 to $V_0$ at $t=0$, with no charge present before. The Laplace transform of (4), started just before the jump, is $\varepsilon_k(s+r_k)\hat E_k=\hat J$. With (1),

$$\frac{V_0}{s}=Z(s)\hat J,\qquad Z(s)=\sum_k\frac{a_k}{s+r_k}=F(-s).$$

Over a common denominator, the numerator of $Z$ has degree $N-1$ and leading coefficient $a$, and its zeros are $-\lambda_j$. Hence

$$\frac{\hat J}{V_0}=\frac1{sZ(s)}=\frac{\prod_k(s+r_k)}{a\,s\prod_j(s+\lambda_j)}=\frac1a+\frac{G_0}{s}+\sum_j\frac{A_j}{s+\lambda_j}. \tag{7}$$

Numerator and denominator both have degree $N$, which is why a constant $1/a$ appears. The residue at $s=0$ is

$$G_0=\frac1{Z(0)}=\Big(\sum_k\frac{d_k}{\sigma_k}\Big)^{-1},$$

the dc conductance per area, which is zero if one layer insulates perfectly. At $s=-\lambda_j$ the residue is $1/[sZ'(s)]$. There $Z'=-\sum_ka_k/(r_k-\lambda_j)^2$ and $s=-\lambda_j$, so the two minus signs cancel:

$$A_j=\frac{1}{\lambda_j\sum_k a_k/(r_k-\lambda_j)^2}>0. \tag{8}$$

Every rate appears in the current, with a positive amplitude. $\square$

For $t>0$, after the charging impulse that belongs to $1/a$,

$$J(t)=V_0\Big[G_0+\sum_jA_je^{-\lambda_jt}\Big]. \tag{9}$$

The term $j$ carries the charge $V_0\int_0^\infty A_je^{-\lambda_jt}dt=V_0A_j/\lambda_j$. Each mode therefore adds a capacitance $A_j/\lambda_j$ per area to $1/a$ when the voltage varies slowly compared with all rates.

## Relations for checking a set of rates

Multiply $F$ by $\prod_k(r_k-\lambda)$. The result is a polynomial with zeros $\lambda_j$:

$$\sum_ka_k\prod_{l\ne k}(r_l-\lambda)=a\prod_j(\lambda_j-\lambda).$$

The coefficients of $(-\lambda)^{N-2}$ on the two sides are $\sum_ka_k\sum_{l\neq k}r_l$ and $a\sum_j\lambda_j$. The first equals $a\sum_kr_k-\sum_ka_kr_k$, so

$$\sum_j\lambda_j=\sum_kr_k-\frac1a\sum_ka_kr_k .$$

A relation for the initial current follows from large $s$. There $Z=a/s-\sum_ka_kr_k/s^2+\dots$, hence $1/(sZ)=1/a+\sum_ka_kr_k/(a^2s)+\dots$. Comparing the coefficient of $1/s$ with (7),

$$G_0+\sum_jA_j=\frac{1}{a^2}\sum_ka_kr_k. \tag{10}$$

For two layers, $F=0$ means $a_1(r_2-\lambda)+a_2(r_1-\lambda)=0$. Solving for $\lambda$ and multiplying numerator and denominator by $\varepsilon_1\varepsilon_2$,

$$\lambda=\frac{a_1r_2+a_2r_1}{a_1+a_2}=\frac{\sigma_1d_2+\sigma_2d_1}{\varepsilon_1d_2+\varepsilon_2d_1}.$$

This is a mean of the two ratios with crossed weights. If layer 1 is made very thin, $a_1\to0$ and $\lambda\to r_1$: the rate approaches the ratio of the thin layer, not of the thick one.

## What a mode does

From $\hat E_k=\hat J/[\varepsilon_k(s+r_k)]$ and (7), the poles of $\hat E_k$ lie at $0$ and $-\lambda_j$. There is none at $-r_k$, because the factor $s+r_k$ in the numerator of (7) cancels it. For $\sigma_k>0$ the residues give

$$E_k(t)=V_0\Big[\frac{G_0}{\sigma_k}+\sum_j\frac{A_j\,e^{-\lambda_jt}}{\varepsilon_k(r_k-\lambda_j)}\Big]. \tag{11}$$

The sign of each term is the sign of $r_k-\lambda_j$. Mode $j$ thus lowers the field in layers $j+1,\dots,N$ as it decays and raises it in layers $1,\dots,j$. It moves voltage from the layers that relax faster than $\lambda_j$ to those that relax more slowly. It follows that the field in layer $N$ falls monotonically after a step and that in layer 1 rises monotonically. In a middle layer the terms have both signs, and the field may pass through a maximum.

## Where the count changes

**Equal ratios.** Let only $M<N$ ratios be distinct. Equal terms in $F$ merge into one term with a positive coefficient, and Lemma 2 gives $M-1$ zeros. The remaining modes have $J=0$: in a group of $n$ layers with common ratio $\rho$, any fields with $\sum d_kE_k=0$ decay at the rate $\rho$, which makes $n-1$ modes. Over all groups these number $N-M$, and the total is again $N-1$. A voltage applied to the uncharged stack does not excite them, since for $\rho>0$ the field $\hat E_k=\hat J/[\varepsilon_k(s+\rho)]$ still has no pole at $-\rho$. For $\rho=0$ (several perfect insulators) a step gives $\hat E_k$ a simple pole at zero, which is only the constant final field. In a four-layer case with one repeated ratio, the interface-charge equations gave two driven modes, against three for distinct ratios.

The transition is smooth. If two neighbouring ratios differ by $\delta$, the rate between them satisfies $|r_j-\lambda_j|<\delta$, and (8) gives $A_j<\delta^2/(\lambda_ja_j)$. For positive ratios the amplitude vanishes as the gap closes. A measured current can then show fewer than $N-1$ resolvable decays although the theorem holds.

**Source resistance.** A resistance $R$ (in $\Omega\,\mathrm{m}^2$) in series changes the free-mode condition to $RJ+\sum_kd_kE_k=0$, that is $F(\lambda)=-R$. The voltage across the stack is now free to vary, so there are $N$ variables. Each gap still holds one root, because $F$ takes every real value there once. Above $r_N$, $F$ rises from $-\infty$ to zero and supplies one more. For small $R$ this extra root is large, where $F\approx-a/\lambda$, so $\lambda\approx a/R$: it is the charging of the stack through the resistor. For $R\to\infty$, which is current drive, $F$ must tend to $-\infty$, and the $N$ roots approach $r_1,\dots,r_N$ from above. The layer ratios are thus the rates under controlled current, not under controlled voltage.

## Example: a liquid gap and three solid layers

The parameters are round, rough values in the regime of liquid-and-pressboard dc insulation at 293 K. The voltage step is 100 V.

| Layer | $d$ (mm) | $\varepsilon/\varepsilon_0$ | $\sigma$ (S/m) | $r$ (1/s) |
|---|---|---|---|---|
| liquid gap | 8 | 2.2 | $10^{-12}$ | $5.13\times10^{-2}$ |
| dry board | 3 | 4.4 | $10^{-14}$ | $2.57\times10^{-4}$ |
| moist board | 2 | 5.0 | $10^{-13}$ | $2.26\times10^{-3}$ |
| paper wrap | 1 | 3.5 | $10^{-15}$ | $3.23\times10^{-5}$ |

Diagonalizing (3) gives the rates $9.58\times10^{-5}$, $1.61\times10^{-3}$ and $1.47\times10^{-2}$ per second. In units of $10^{-5}\,\mathrm{s^{-1}}$, ratios and rates (bold) alternate as (2) requires:

$$3.23<\mathbf{9.58}<25.7<\mathbf{161}<226<\mathbf{1466}<5134 .$$

The same alternation held in 300 random stacks of two to eight layers.

The final current follows from the layer resistances:

$$\sum_k\frac{d_k}{\sigma_k}=(0.008+0.3+0.02+1)\times10^{12}=1.328\times10^{12}\ \Omega\,\mathrm{m}^2,$$

so $J=100/(1.328\times10^{12})$ A/m² $=0.0753$ nA/m². The three modes add 0.095, 0.385 and 6.084 nA/m² at the start, which makes 6.64 nA/m² in all. The slowest mode has the smallest current but the largest capacitance, 9.92 nF/m², because its current flows for so long. The capacitance rises from 1.77 nF/m² for fast changes to 18.2 nF/m² for slow ones. After 10 000 s the current is 0.112 nA/m², still 48 % above its final value, so a reading taken then would overstate the dc conductance by that amount.

The fields follow the pattern of (11). In the liquid the field falls from 9.1 to 0.075 V/mm, and in the wrap it climbs from 5.7 to 75 V/mm. In the dry board it starts at 4.5, peaks at 20.0 and ends at 7.5 V/mm: the two faster modes bring voltage in, and the slowest passes it on to the wrap.

A source resistance of $10^6\ \Omega\,\mathrm{m}^2$ adds a fourth rate of 565 s⁻¹, in agreement with $a/R$, and changes the other three by no more than about 0.006 %.

## The model beside real insulation

The 100 V step is a low test voltage; converter transformers operate at up to hundreds of kilovolts. The assumption most exposed is ohmic conduction. It needs carriers that cross a layer slowly compared with $1/r$ and that dissociation replaces on about that time scale; otherwise the field sweeps them out or injected charge takes over. With a rough ion mobility of $10^{-5}$ cm²/Vs, the crossing time in the liquid at 100 V is about 45 relaxation times. The two times become equal near 4.5 kV, so the rates above must not be carried over to service voltage. In the solids the condition remains open: a crossing time of ten relaxation times in the wrap requires a mobility below about $4\times10^{-10}$ cm²/Vs, and no mobility was assumed there.

Other effects can be sized. In one relaxation time, diffusion spreads the charge in the liquid over about 22 µm, and drift at the initial field carries it about 8 mm/45 ≈ 0.18 mm. Both lengths are small beside the 8 mm gap. The modes last much longer than one relaxation time, however: integrating the liquid field (11) over time with the same mobility gives a total drift of about 2 mm by 10 000 s. The comparison over one relaxation time is therefore the relevant one only if the ions swept out of the liquid are continually regenerated; with a fixed stock of ions the liquid would depart from ohmic behaviour even at 100 V. The largest field is below 1 % of a rough strength of 10 kV/mm. Raising the constant permittivity of the solids by 20 % shifts a rate by up to 17 %. This covers only polarization that is fast compared with the modes. Polarization that relaxes as slowly as the modes adds state variables and decays of its own: one such process in each of the three solids can raise the number of rates from three to six, and several may then lie in the same gap. Neither the count $N-1$ nor the bounds (2) apply in that case, so a measured decay in real board or paper need not be a mode of the theorem. Temperature shifts the rates strongly. With rough activation energies of 0.4 eV for the liquid and 1.0 eV for the solids, the solid conductivities change by about 14 % per kelvin near 293 K. At a uniform 333 K the rates become 0.0099, 0.084 and 0.27 s⁻¹, roughly 20 to 100 times faster. They still lie between neighbouring ratios, but the ratios of the liquid and the moist board, 0.344 and 0.263 s⁻¹, now differ only by a factor of 1.3, against 23 at 293 K.

The full set of values is in the numerical output that follows.

## Computed values

```
random stacks tested (2 to 8 layers): 300
driven modes, 4 layers, ratios distinct: 3
driven modes, 4 layers, ratios one repeated: 2
step voltage 100 V, temperature 293 K
liquid gap: d 8 mm, eps_r 2.2, sigma 1e-12 S/m, r 5.1337e-02 1/s
dry board: d 3 mm, eps_r 4.4, sigma 1e-14 S/m, r 2.5668e-04 1/s
moist board: d 2 mm, eps_r 5.0, sigma 1e-13 S/m, r 2.2588e-03 1/s
paper wrap: d 1 mm, eps_r 3.5, sigma 1e-15 S/m, r 3.2269e-05 1/s
rate 1: 9.5835e-05 1/s, time constant 10434.6 s
rate 2: 1.6067e-03 1/s, time constant 622.4 s
rate 3: 1.4658e-02 1/s, time constant 68.2 s
mode 1: current V*A 0.0951 nA/m2, capacitance A/rate 9.9233 nF/m2
mode 2: current V*A 0.3850 nA/m2, capacitance A/rate 2.3961 nF/m2
mode 3: current V*A 6.0844 nA/m2, capacitance A/rate 4.1509 nF/m2
slowest time constant: 2.90 h
fast capacitance 1/a: 1.7695 nF/m2
slow capacitance, all modes: 18.2398 nF/m2
current at t = 0 s (0 means 0+): 6.6397 nA/m2
current at t = 10 s (0 means 0+): 5.8040 nA/m2
current at t = 100 s (0 means 0+): 1.9022 nA/m2
current at t = 1000 s (0 means 0+): 0.2389 nA/m2
current at t = 10000 s (0 means 0+): 0.1118 nA/m2
current at t = 30000 s (0 means 0+): 0.0807 nA/m2
final current: 0.0753 nA/m2
liquid gap: field start 9.084, peak 9.084, final 0.075 V/mm
dry board: field start 4.542, peak 20.029, final 7.530 V/mm
moist board: field start 3.997, peak 10.984, final 0.753 V/mm
paper wrap: field start 5.710, peak 75.301, final 75.301 V/mm
limits for transit time >= 10 relaxation times at peak field:
liquid gap: mobility below 4.5e-05 cm2/Vs, carriers above 1.4e+09 cm-3
dry board: mobility below 3.8e-08 cm2/Vs, carriers above 1.6e+10 cm-3
moist board: mobility below 4.1e-07 cm2/Vs, carriers above 1.5e+10 cm-3
paper wrap: mobility below 4.3e-10 cm2/Vs, carriers above 1.5e+11 cm-3
rough liquid ion mobility: 1e-05 cm2/Vs
voltage where liquid transit = relaxation: 4.52 kV
diffuse charge width in liquid: 22.2 um
peak field / rough strength 10 kV/mm: 7.5e-03
rough activation energies: liquid 0.4 eV, solids 1.0 eV
solid conductivity change per kelvin: 13.5 %
layer ratios at 333 K: 3.443e-01, 2.989e-02, 2.630e-01, 3.758e-03 1/s
rates at 333 K: 9.895e-03, 8.387e-02, 2.717e-01 1/s
largest rate change, solid eps_r +20 %: 16.7 %
source resistance 1e+06 ohm m2: added rate 565.2 1/s
largest change of the other rates: 0.0061 %
```
